# Isolated-System Potentials from Pseudo-Charges and Truncated Coulomb Kernels: Two Derivations, part 2

We seek the isolated potential $\Phi$ of a charge density $\rho$ (nuclei positive, Hartree atomic units) from a periodic plane-wave sum. Non-overlapping balls of radius $R$ surround the nuclei; the rest is interstitial. The smooth density $\sigma$ equals $\rho$ outside the balls and has the same multipole moments in each. Inside, it is the continued interstitial density $n_I$ plus a pseudo-charge $\tilde\rho$ with radial factors $s^l(1-s^2/R^2)^{N-l}$, $l\le l_{\max}$, where $s$ is the distance from the ball's centre.

With $\hat f(\mathbf G)=\int f\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, cell volume $\Omega$ and $G\le G_{\max}$, the solver computes

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\hat K(G)\,\hat\sigma(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad \hat K(G)=\frac{4\pi(1-\cos GR_c)}{G^2}. \tag{1}$$

$S$ contains all charge and whole balls, $P$ the field points; $d$ is the largest distance between them, $T_{\min}$ the shortest nonzero length of a lattice vector $\mathbf T$. The first derivation, which cut $1/r$ at $R_c$ in real space, found $V=\Phi$ at interstitial points of $P$ if

$$d\le R_c\le T_{\min}-d . \tag{2}$$

The second derivation starts from Poisson's equation. With $\Phi_\sigma$ the isolated potential of $\sigma$, it has shown

$$\Phi=\Phi_\sigma+w, \tag{12}$$

where $-\nabla^2w=4\pi(\rho-\sigma)$ and $w=0$ outside the balls.

For a neutral slab (in-plane cell area $A$, cell height $L_z$), $\mathbf G=(\mathbf p,q)$. The in-plane transform of $1/r$ is $f_p=2\pi e^{-p|z|}/p$, or $f_0=-2\pi|z|$. Cut at $|z|=z_c$, it gives for $p\neq0$

$$\hat K=\frac{4\pi}{p^2+q^2}\left[1+e^{-pz_c}\left(\frac qp\sin qz_c-\cos qz_c\right)\right] \tag{8}$$

and for $p=0$

$$\hat K=-4\pi\int_0^{z_c}z\cos qz\,dz=\frac{4\pi}{q^2}\left(1-\cos qz_c-qz_c\sin qz_c\right). \tag{9}$$

With $d_z$ the largest $|z-z'|$ between $P$ and $S$, the condition is

$$d_z\le z_c\le L_z-d_z. \tag{10}$$

The example cation, in a cubic cell of side $L$, has balls 1 and 2 ($R=1.5$ bohr) at $z=-1.6$ and $+1.6$ bohr, with nuclear charges $Z=5$ and 3 and two core electrons each. The core number density is $(1-s^2/R^2)^2[c_0+\beta s_z+\gamma(3s_z^2-s^2)/2]$, with $\beta=0.2$ and $-0.2$, $\gamma=0.1$, and $c_0$ fixed by the electron count; $n_I=-3\pi^{-3/2}e^{-r^2}$. Its tabulated moments are $\int s^lP_l\,\rho\,d^3s$.

### What the cosine does

For a function $f$ let

$$(\mathcal M_Xf)(\mathbf r)=\frac1{4\pi}\oint f(\mathbf r+X\mathbf u)\,d\Omega_{\mathbf u}$$

be its mean over the sphere of radius $X$ about $\mathbf r$. Define

$$U(\mathbf r)=\Phi_\sigma(\mathbf r)-\left.\frac{\partial}{\partial X}\left[X\,\mathcal M_X\Phi_\sigma(\mathbf r)\right]\right|_{X=R_c}. \tag{13}$$

The mean commutes with the Laplacian, since it averages over displacements. Hence

$$-\nabla^2U=4\pi\left\{\sigma-\left.\frac{\partial}{\partial X}\left[X\,\mathcal M_X\sigma\right]\right|_{X=R_c}\right\}.$$

Under the Fourier transform a displacement by $X\mathbf u$ becomes the factor $e^{iX\mathbf G\cdot\mathbf u}$, with angular mean $\sin(GX)/(GX)$. Multiplication by $X$ and differentiation turn this into $\cos GX$. Thus

$$G^2\,\hat U(\mathbf G)=4\pi(1-\cos GR_c)\,\hat\sigma(\mathbf G). \tag{14}$$

The solver's kernel appears here from Poisson's equation. The division by $G^2$ at $G=0$ is settled below, once $U$ is known to have finite range.

The quantity in braces has zero total charge, because $1-\cos GR_c$ vanishes at $G=0$. Each charge is accompanied by a surface charge of equal size and opposite sign on the sphere of radius $R_c$ around it, and by a dipole layer on the same sphere. The surface charge alone would shift the potential of a unit charge inside the sphere by $-1/R_c$; the dipole layer cancels this shift. This explains how an ion with net charge can be repeated periodically without an artificial background.

### Gauss's law gives the range

Let $Q_X(\mathbf r)$ be the part of the charge $\sigma$ within distance $X$ of $\mathbf r$. Gauss's law gives

$$\frac{\partial}{\partial X}\mathcal M_X\Phi_\sigma=\frac1{4\pi}\oint\mathbf u\cdot\nabla\Phi_\sigma\,d\Omega_{\mathbf u}=-\frac{Q_X}{X^2}.$$

Carrying out the derivative in (13) therefore yields

$$U=\Phi_\sigma-\mathcal M_{R_c}\Phi_\sigma+\frac{Q_{R_c}}{R_c}. \tag{15}$$

Two cases are needed.

If all charge lies within $R_c$ of $\mathbf r$, then $Q_X=Q$, the total charge, for every $X\ge R_c$. The mean vanishes as $X\to\infty$, so

$$\mathcal M_{R_c}\Phi_\sigma=\int_{R_c}^\infty\frac{Q}{X^2}\,dX=\frac{Q}{R_c}.$$

The last two terms of (15) cancel, and $U=\Phi_\sigma$.

If no charge lies within $R_c$, then $Q_X=0$ for all $X<R_c$. The mean does not change from its value at $X=0$, which is $\Phi_\sigma(\mathbf r)$, and $U=0$.

Since the charge occupies a bounded region, $U$ vanishes at large distance. Its transform is then continuous, and (14) gives $\hat U=\hat K\hat\sigma$ for $G\neq0$ and $\hat U(0)=2\pi R_c^2Q$ by continuity.

The solver's sum is the Fourier series of $\sum_{\mathbf T}U(\mathbf r-\mathbf T)$. For $\mathbf r\in P$ the first case applies to $\mathbf T=0$, because $d\le R_c$. The second applies to every other $\mathbf T$, because each charge is at least $T_{\min}-d\ge R_c$ away; equality again involves a surface without charge. So $V=\Phi_\sigma$ on $P$, and by (12) $V=\Phi$ at its interstitial points. This is the result of the first derivation, with the same condition.

### What a cut ball changes

At an interstitial point, $w(\mathbf r)=0$. Applying (13) to $\rho$ and to $\sigma$ and subtracting gives

$$U_\rho-U_\sigma=-\left.\frac{\partial}{\partial X}\left[X\,\mathcal M_Xw\right]\right|_{X=R_c}. \tag{16}$$

The right side vanishes when the sphere of radius $R_c$ about $\mathbf r$ misses every ball, since $w$ is then zero on and near that sphere. When the sphere cuts a ball, the true charge and its multipole-equivalent substitute are in general truncated differently.

A unit point charge at the centre of one ball shows the size of the effect, with $R=1.5$, $R_c=9$ and $L=18$ bohr. At distance $D=7.4$ bohr the far side of the ball is $7.4+1.5=8.9$ bohr away, inside $R_c$. The solver gives 0.135135 hartree/e, which is $1/D$ to the digits shown. At $D=8.7$ bohr, on the cell diagonal, the far side is 10.2 bohr away. The point charge itself is still within $R_c$, yet the solver gives 0.096133 instead of 0.114943 hartree/e, a deficit of 16% relative to $1/D$. These values are for $N=10$. The deficit depends on how compact the pseudo-charge is, being 29%, 23% and 9% for $N=2$, 5 and 20. It also depends on the depth of the cut: at $D=8.0$ bohr and $N=10$ the relative deficit is only $10^{-4}$.

The deficit can be calculated from the pseudo-charge in real space. A shell of radius $s$ about the charge has points at distances $x$ with $x^2=D^2+s^2-2Ds\mu$, where $\mu$ is the cosine of the polar angle. Then $x\,dx=-Ds\,d\mu$, and the part of the shell within $R_c$ contributes to the average of $1/x$ over the whole shell the amount

$$\frac12\int\frac{d\mu}{x}=\frac{\min(R_c,D+s)-(D-s)}{2Ds}.$$

Here $D-s<R_c$ for all shells concerned. Weighting this by the pseudo-charge $4\pi s^2\tilde\rho(s)\,ds$ and integrating gives 0.096133 hartree/e, in agreement with the plane-wave sum. The missing potential is thus the contribution of the part of the pseudo-charge beyond $R_c$.

### Continuing into the ball

Equation (12) shows that the smooth potential must not be used inside a ball, where $w$ is generally nonzero. If the ball's surface belongs to $P$, the values of $V$ there are those of the isolated system, and they determine the interior.

Let $V_{lm}(R)$ be the components of these surface values and $\rho_{lm}$ those of the electronic charge density in the ball. The radial equation has the particular solution

$$v_{lm}(s)=\frac{4\pi}{2l+1}\left[\frac1{s^{l+1}}\int_0^st^{l+2}\rho_{lm}\,dt+s^l\int_s^Rt^{1-l}\rho_{lm}\,dt\right].$$

To verify it, differentiate once. The two terms from the moving limits are $s\rho_{lm}$ and $-s\rho_{lm}$, and they cancel. In the second derivative the limits contribute

$$\frac{4\pi}{2l+1}\left[-(l+1)-l\right]\rho_{lm}=-4\pi\rho_{lm},$$

as required, while the functions $s^{-l-1}$ and $s^l$ solve the homogeneous equation. At the surface $v_{lm}(R)=4\pi R^{-l-1}\int_0^Rt^{l+2}\rho_{lm}dt/(2l+1)$. The regular solution $(s/R)^l$ replaces this value by the required one:

$$V_{lm}(s)=v_{lm}(s)+\left(\frac sR\right)^l\left[V_{lm}(R)-v_{lm}(R)\right]+\sqrt{4\pi}\,Z\left(\frac1s-\frac1R\right)\delta_{l0}. \tag{17}$$

The last term is the nuclear potential with its surface value removed; $\sqrt{4\pi}$ is $1/Y_{00}$. For the cation, at 0.6 bohr above the centre of ball 1, equation (17), summed to $l=10$, and direct Coulomb integration both give 3.506196 hartree/e. Stopping the sum at $l=6$ gives 3.506210 hartree/e.

### The slab from jumps at the cut

For a slab, (12) needs no new expansion. The function $w$, repeated over the in-plane lattice, is still confined to the balls and still accounts for the difference between $\rho$ and $\sigma$. What remains is the kernel along $z$.

Let $k(z)$ equal $f_p(z)$ for $|z|<z_c$ and zero beyond. For $p\neq0$ put $k_c=2\pi e^{-pz_c}/p$, the value just inside the cut. At $z_c$ the function jumps by $-k_c$ and its slope by $+pk_c$. At $-z_c$ they jump by $+k_c$ and $+pk_c$. A jump in the slope adds a delta function to $k''$, and a jump in the value adds the derivative of one, so

$$k''=p^2k-4\pi\delta(z)+pk_c\left[\delta(z-z_c)+\delta(z+z_c)\right]-k_c\left[\delta'(z-z_c)-\delta'(z+z_c)\right].$$

The transform of $\delta'(z-z_0)$ is $iq\,e^{-iqz_0}$. Hence

$$-q^2\hat k=p^2\hat k-4\pi+2pk_c\cos qz_c-2qk_c\sin qz_c .$$

Solving for $\hat k$ and inserting $k_c$ gives

$$(p^2+q^2)\,\hat k=4\pi-4\pi e^{-pz_c}\left(\cos qz_c-\frac qp\sin qz_c\right),$$

which is (8). For $p=0$ the interior function is $-2\pi|z|$. Its value jumps by $+2\pi z_c$ at $z_c$ and by $-2\pi z_c$ at $-z_c$, and its slope jumps by $2\pi$ at both. Therefore

$$-q^2\hat k=-4\pi+4\pi\cos qz_c+4\pi qz_c\sin qz_c ,$$

which is (9).

The plane-averaged potential follows from $f_0$. Let $p_z$ be the dipole moment per cell. Above a neutral slab $|z-z'|=z-z'$, and

$$\bar V=-\frac{2\pi}{A}\int(z-z')\,\rho(\mathbf r')\,d^3r'=\frac{2\pi p_z}{A}.$$

Below the slab the sign is reversed. The two vacuum levels are symmetric about zero, and the step from bottom to top is $4\pi p_z/A$.

The numerical slab has a square cell of side 5 bohr. A ball of radius 1.5 bohr centred at $z=-1$ bohr contains point charges $+3$ at its centre and $-1$ at 0.3 bohr above it. A Gaussian charge $-2$, of the shape $e^{-r^2}$ used for the cation, is centred at $z=0.5$ bohr. The dipole is

$$p_z=3(-1)+(-1)(-0.7)+(-2)(0.5)=-3.3\ \text{e bohr}.$$

With a Gaussian radius of 4 bohr the source reaches $z=4.5$ bohr. The lowest field point is at $-5$ bohr, so $d_z=9.5$ bohr. A cell with $L_z=20$ and $z_c=10$ bohr satisfies $9.5\le10\le10.5$. The reference is a real-space sum over neutral cells with a smooth circular cutoff, extrapolated to infinite cutoff radius. The largest deviation from it at five points is $4.0\times10^{-7}$ hartree/e, for $N=10$, $l_{\max}=6$ and $G_{\max}=16$ bohr$^{-1}$.

With $L_z=10$ and $z_c=5$ bohr the deviation is 1.1 hartree/e. Part of this is unavoidable. The field points at $z=\pm5$ bohr are then the same point of the periodic cell and must receive one common value. Their isolated potentials are $-0.835$ and $0.841$ hartree/e, so at least one error is half the difference, 0.838 hartree/e, or more.

In the tall cell the vacuum levels are $\mp0.829380$ hartree/e. Their difference agrees with

$$\frac{4\pi(-3.3)}{25}=-1.658761\ \text{hartree/e},$$

or $-45.137$ V.

### What each derivation assumes

Both derivations use linearity, the periodic repetition of a function of finite range, and equal multipole moments in every ball. Both need the same geometrical facts: all charge seen from $\mathbf r$ lies within $R_c$, and all image charge lies beyond it. Neither removes the errors of a finite plane-wave set, a finite $l_{\max}$ or a density tail outside $S$.

The first derivation assumes that the Green function is known explicitly and is harmonic in the source coordinate throughout each ball. In return it treats every pair of field and source points separately. This makes condition (2) visible at once, and the argument carries over to another truncation if the kernel is the full Green function for the home charge and zero for the images.

The second assumes Poisson's equation, a potential that vanishes at infinity and, in the step with spherical means, the isotropy of the cut. It does not need the form $1/r$ as input. That form can be recovered: integrating $\partial_X\mathcal M_X\Phi_\sigma$ from 0 to $R_c$ turns (15) into

$$U=\int_0^{R_c}\frac{Q_X}{X^2}\,dX+\frac{Q_{R_c}}{R_c}=\int_0^{R_c}\frac{dQ_X}{X}=\int_{|\mathbf r-\mathbf r'|<R_c}\frac{\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,$$

where the second equality is an integration by parts. For the slab, whose cut is not isotropic, the jumps of the one-dimensional kernel take the place of the spherical mean.

The two also locate the pseudo-charge differently. In the first, its legitimacy depends on the kernel inside the ball. In the second, the replacement is made in free space before any truncation, and (16) gives what is lost if the cut later passes through a ball. In both, the cell size is governed by the extent of the interstitial charge, by the whole balls and by the points where the potential is wanted. The values behind the comparisons are in the numerical output.

## Table of computed values

```
Sphere radius R = 1.5 bohr; order N = 10; lmax = 6
Gaussian exp(-r^2), electrons = 3.0
sphere 1: z=-1.6 bohr, Z=5.0, core electrons=2.0
  core coefficients: dipole 0.2, quadrupole 0.1 a.u.
sphere 2: z=1.6 bohr, Z=3.0, core electrons=2.0
  core coefficients: dipole -0.2, quadrupole 0.1 a.u.
sphere 1 moments (e bohr^l): l, true, continued, pseudo
  0 2.192341 -0.807659 3.000000
  1 -0.831905 -0.670338 -0.161568
  2 -0.526993 -0.477421 -0.049572
  3 -0.294436 -0.294436 -0.000000
source radius 4.0, target radius 4.0 bohr
d = 8.0 bohr; smallest cubic cell 2d = 16.0 bohr
Gaussian charge outside source radius = 1.6e-06 e
L (bohr), Rc=L/2 (bohr), max error (hartree/e)
  10 5 1.77e-01
  12 6 7.33e-03
  14 7 8.34e-06
  16 8 2.75e-07
  18 9 2.59e-07
L=18 bohr: point (bohr), V solver, V direct (hartree/e)
  (0, 0, 4) 0.221411 0.221411
  (0, 0, -4) 0.697601 0.697601
  (4, 0, 0) 0.172374 0.172374
  (1.2, 1, 0) -0.128138 -0.128138
  (2, 2, 2) 0.136815 0.136815
  (0, -2.4, -3.2) 0.482011 0.482011
ordinary periodic kernel, max error = 0.1575 hartree/e
remote point (8.0, 8.0, 8.0) bohr: solver -4.8e-09,
  direct 0.062609 hartree/e
L=18 bohr: Gmax (1/bohr), max error (hartree/e)
  8 2.19e-03
  12 1.86e-05
  16 2.59e-07
inside sphere 1, 0.6 bohr above centre:
  solver 3.506196, direct 3.506196 hartree/e
unit point charge: distance (bohr), solver, 1/distance (hartree/e)
  uncut ball 7.4: 0.135135 0.135135
  cut ball 8.7: 0.096133 0.114943
  cut ball by direct integration: 0.096133 hartree/e
slab: side 5.0 bohr, ball z -1.0 bohr, dz 9.5 bohr
  (charge e, height bohr) in ball: [(3.0, 0.0), (-1.0, 0.3)]
  Gaussian charge -2.0 e at z=0.5 bohr
  Lz=10 bohr, zc=5 bohr: max error 1.07e+00 hartree/e
  Lz=20 bohr, zc=10 bohr: max error 3.97e-07 hartree/e
slab Lz=20: point (bohr), solver, lattice sum (hartree/e)
  (0, 0, 5) -0.834703 -0.834703
  (0, 0, -5) 0.841053 0.841053
  (1, 2, 3) -0.811030 -0.811030
  (2.5, 2.5, 0) -0.125789 -0.125789
  (2, 0, -1.5) 0.615666 0.615666
slab dipole per cell = -3.300 e bohr
vacuum levels: upper -0.829380, lower 0.829380 hartree/e
step: solver -1.658761, formula -1.658761 hartree/e
step = -45.137 V
```
